# Appendix: order of accuracy of ZSISA and volume-constrained ZSISA

**Result.** Let the quasi-harmonic free energy per cell be $F=H+\lambda F_{\rm vib}$, where $H=E+PV$ is the static enthalpy and $\lambda$ counts powers of $F_{\rm vib}$ ($\lambda=1$ physically). The zero static internal stress approximation (ZSISA) relaxes the internal coordinates $\xi$ with $H$ alone at each strain $\eta$. It gives all strains with error $O(\lambda^2)$ and the internal coordinates with error $O(\lambda)$. The volume-constrained version (v-ZSISA) relaxes cell shape and $\xi$ with $H$ alone at each volume. It gives $v=\ln V$ with error $O(\lambda^2)$, while its individual strains differ from the full minimum by

$$\eta_{\rm full}-\eta_{v}=-\lambda\,\Pi\,\tilde g+O(\lambda^2),\qquad \Pi=C^{-1}-\frac{C^{-1}n\,n^TC^{-1}}{n^TC^{-1}n}.$$

Here $C$ is the relaxed-ion strain Hessian of $H$, $\tilde g$ the relaxed-ion strain gradient of $F_{\rm vib}$, and $n=\partial v/\partial\eta$. The first-order term vanishes if and only if the relaxed thermal stress is hydrostatic. "Right" thus means right to first order in $F_{\rm vib}$, and "wrong" means wrong at that order. The hydrostatic condition concerns the strains only: even when it holds, the internal coordinates of both schemes keep an $O(\lambda)$ error unless the vibrational force on them vanishes.

## Conventions and assumptions

Hartree atomic units are used ($\hbar=1$), with temperature in kelvin. The vibrational free energy on a fixed grid of $N_q$ reduced wavevectors is

$$F_{\rm vib}=\frac1{N_q}\sum_{qj}\Big[\tfrac12\omega_{qj}+k_BT\ln\big(1-e^{-\omega_{qj}/k_BT}\big)\Big].$$

It contains the zero-point energy, so the expansion is not one in $T$, and the errors persist at $T=0$. Strains are logarithmic (Hencky) strains measured from the static minimum $x_0$ of $H$. Since $\ln\det U={\rm tr}\ln U$ for the stretch tensor $U$, the relation $v-v_0=n^T\eta$ is exact with constant $n$. The Hessian must be that of $H$: $PV=PV_0e^{n^T\eta}$ adds $PV\,nn^T$ to the Hessian of $E$. Subscripts denote derivatives, and $g=\nabla F_{\rm vib}$. The assumptions are that the Hessian of $H$ at $x_0$ is positive definite, that $H$ and $F_{\rm vib}$ are smooth near $x_0$, and that all grid frequencies there are real and nonzero. Only coordinates that keep the space group enter, because the gradient of an invariant function at a symmetric point has no other components. This holds when the $q$ grid, completed by its image under $q\to-q$ (which leaves the frequencies unchanged), is invariant under the point group. Rigid translations are removed from $\xi$. Stability against symmetry lowering is assumed.

## General two-level theorem

Split the coordinates into outer ones $p$ and inner ones $y$. The scheme sets $y=y_0(p)$, defined by $H_y(p,y_0)=0$, and makes $G(p)=H_0(p)+\lambda f(p)$ stationary, with $H_0(p)=H(p,y_0(p))$ and $f(p)=F_{\rm vib}(p,y_0(p))$.

The block $H_{yy}$ is positive definite, so the implicit function theorem gives a smooth $y_0$. Differentiating $H_y=0$ gives $H_{yp}+H_{yy}\,y_0'=0$, hence $y_0'=-H_{yy}^{-1}H_{yp}$. The chain rule gives $H_0'=H_p+y_0'^{\,T}H_y=H_p$ on the path, and therefore

$$K\equiv H_0''=H_{pp}-H_{py}H_{yy}^{-1}H_{yp},\qquad f'=g_p-H_{py}H_{yy}^{-1}g_y .\tag{1}$$

$K$ is positive definite, because $w^TKw$ is the full quadratic form evaluated on the vector $(w,\,y_0'w)$.

The full problem has an inner solution $y^*(p,\lambda)$ obeying $H_y+\lambda g_y=0$, smooth by the same theorem. Differentiating in $\lambda$ at $\lambda=0$ gives $H_{yy}\,\partial_\lambda y^*+g_y=0$, so

$$y^*=y_0-\lambda H_{yy}^{-1}g_y+O(\lambda^2).\tag{2}$$

Define $\bar F(p,\lambda)=F(p,y^*)$. Its first derivative is $\partial_\lambda\bar F=F_{\rm vib}(p,y^*)+F_y^T\partial_\lambda y^*=F_{\rm vib}(p,y^*)$, since $F_y=0$ at $y^*$. The second derivative at $\lambda=0$ is $g_y^T\partial_\lambda y^*=-g_y^TH_{yy}^{-1}g_y$. Taylor's theorem yields

$$\bar F=G(p)-\tfrac12\lambda^2Q(p)+\lambda^3R(p,\lambda),\qquad Q(p)=g_y^TH_{yy}^{-1}g_y\big|_{(p,\,y_0(p))}\ge0,\tag{3}$$

with $R$ smooth, so that (3) may be differentiated in $p$ and in $T>0$. The first-order shift of $y$ costs nothing at first order because $H$ is stationary in $y$ on the path.

The scheme solves $G'(p_s)=0$, and the full problem solves $G'(p_f)-\tfrac12\lambda^2Q'(p_f)+O(\lambda^3)=0$. Expanding either about $p_0$, where $H_0'=0$, gives the same first-order shift

$$p-p_0=-\lambda K^{-1}f'(p_0)+O(\lambda^2).\tag{4}$$

Both points lie within $O(\lambda)$ of $p_0$, so $G'(p_f)-G'(p_s)=[K+O(\lambda)](p_f-p_s)$ and $Q'(p_f)=Q'(p_0)+O(\lambda)$. Subtracting the two conditions gives

$$p_f-p_s=\tfrac12\lambda^2K^{-1}Q'(p_0)+O(\lambda^3).\tag{5}$$

Because $G$ is stationary at $p_s$, $G(p_f)-G(p_s)=O(|p_f-p_s|^2)=O(\lambda^4)$, and (3) gives $F_s-F_f=\tfrac12\lambda^2Q(p_0)+O(\lambda^3)$. For the inner coordinates, $y_0(p_f)-y_0(p_s)=O(\lambda^2)$ by (5), so (2) gives

$$y_f-y_s=-\lambda H_{yy}^{-1}g_y+O(\lambda^2).\tag{6}$$

Whatever is scanned with phonons is right to first order. Whatever is relaxed statically misses its response to the vibrational force $-g_y$.

## ZSISA

Take $p=\eta$, $y=\xi$. Equations (1) and (4) become

$$\eta=-\lambda C^{-1}\tilde g,\qquad C=H_{\eta\eta}-H_{\eta\xi}H_{\xi\xi}^{-1}H_{\xi\eta},\qquad \tilde g=g_\eta-H_{\eta\xi}H_{\xi\xi}^{-1}g_\xi .\tag{7}$$

The linearized full problem reads $H_{\eta\eta}\eta+H_{\eta\xi}\delta\xi=-\lambda g_\eta$ and $H_{\xi\eta}\eta+H_{\xi\xi}\delta\xi=-\lambda g_\xi$. The second equation gives $\delta\xi=-H_{\xi\xi}^{-1}(H_{\xi\eta}\eta+\lambda g_\xi)$, and inserting this in the first gives $C\eta=-\lambda\tilde g$, which is (7). The internal vibrational force does act on the strain at first order, and ZSISA includes it because $f$ is differentiated along the relaxed path. The missing piece is the term $-\lambda H_{\xi\xi}^{-1}g_\xi$ in $\delta\xi$, which is (6). An observable $O$ inherits the error $-\lambda\,O_\xi^TH_{\xi\xi}^{-1}g_\xi$, which is of first order unless $O_\xi$ is orthogonal to $H_{\xi\xi}^{-1}g_\xi$.

## v-ZSISA

Take $p=v$ and $y=$ (shape, $\xi$). By (5) the volume error is $O(\lambda^2)$. To obtain the strains, minimize over $\xi$ first. This leaves $\hat H(\eta)=H(\eta,\xi_0(\eta))$ with Hessian $C$, to be minimized at fixed $n^T\eta$. The Lagrange condition is $\nabla\hat H=\mu n$. Let $t=d\eta/dv$ be the path tangent, with $n^Tt=1$. Differentiating the condition in $v$ gives $Ct=\mu'n$, and multiplying $t=\mu'C^{-1}n$ by $n^T$ fixes $\mu'$. Also $dH_0/dv=t^T\nabla\hat H=\mu$, so $\mu'$ is the $K$ of this scheme:

$$K_v=\frac1{n^TC^{-1}n},\qquad t=K_v\,C^{-1}n .\tag{8}$$

On the path $\xi=\xi_0(\eta)$, so the chain rule gives $f'=t^T\tilde g$. Equation (4) then yields

$$v-v_0=-\lambda\,t^T\tilde g/K_v=-\lambda\,n^TC^{-1}\tilde g,\tag{9}$$

which is $n^T$ applied to (7). The strains are $\eta_v=t\,(v-v_0)=-\lambda K_vC^{-1}n\,n^TC^{-1}\tilde g$, and subtracting this from (7) gives $-\lambda\Pi\tilde g$.

Direct multiplication shows $\Pi n=C^{-1}n-C^{-1}n=0$, and $\Pi$ is symmetric, so $n^T\Pi=0$: the first-order error conserves volume. With the scalar product $\langle a,b\rangle=a^TC^{-1}b$,

$$w^T\Pi w=\langle w,w\rangle-\langle w,n\rangle^2/\langle n,n\rangle\ge0$$

by the Cauchy–Schwarz inequality, with equality only for $w\parallel n$. The kernel of $\Pi$ is therefore exactly the span of $n$. At $x_0$ the Hencky strain equals the infinitesimal strain to first order, so $\tilde g$ is $V$ times the relaxed vibrational stress, and $\tilde g\parallel n$ means that this stress is hydrostatic. In a cubic crystal $v$ is the only symmetric strain, so v-ZSISA coincides with ZSISA. If there is also no free $\xi$, both are the full minimization.

**Uniaxial cells.** With $\eta=(\eta_a,\eta_c)$, the logarithmic changes of $a$ and $c$, one has $n=(2,1)$. Let $s=\eta_c-\eta_a$. Solving for the strains gives $\eta_a=(v-v_0-s)/3$ and $\eta_c=(v-v_0+2s)/3$, so the constant-volume direction is $e=\partial\eta/\partial s=(-\tfrac13,\tfrac23)$, with $n^Te=0$. A symmetric $2\times2$ matrix that annihilates $n$ has the form $\Pi=\kappa\,ee^T$. The definition gives $\Pi Ce=e-K_vC^{-1}n\,(n^Te)=e$, so $\kappa\,e^TCe=1$ and

$$\eta_{\rm full}-\eta_v=e\,\delta s,\qquad \delta s=-\lambda\,\frac{e^T\tilde g}{e^TCe},\qquad e^T\tilde g=\tfrac13(2\tilde g_c-\tilde g_a).\tag{10}$$

Since $\eta_a$ stretches two axes, $\tilde g_a=2V\tilde\sigma_{xx}$ and $\tilde g_c=V\tilde\sigma_{zz}$, and the condition $\tilde g_a=2\tilde g_c$ reads $\tilde\sigma_{xx}=\tilde\sigma_{zz}$.

## Thermal expansion

Define $\alpha=d\eta/dT$ at fixed $P$ and $\alpha_V=n^T\alpha$. Only $g$ depends on $T$, so at first order full minimization and ZSISA give $\alpha=-\lambda C^{-1}\partial_T\tilde g$, and v-ZSISA gives the same $\alpha_V$ with $\alpha_v=\alpha_V\,t$. The axial error is $-\lambda\Pi\,\partial_T\tilde g$. Its vanishing requires $\partial_T\tilde g\parallel n$, a condition separate from $\tilde g\parallel n$.

A statement exact in $\lambda$ follows from the Lagrange condition. With $\hat E$ the $\xi$-relaxed energy, $\nabla\hat H=\nabla\hat E+PVn=\mu n$, which is $\nabla\hat E+P_{\rm eff}Vn=0$ for $P_{\rm eff}=P-\mu/V$. The scheme's condition $\mu+\lambda f'=0$ gives $P_{\rm eff}=P+\lambda f'/V$. The v-ZSISA geometry is the static geometry at pressure $P_{\rm eff}(T)$. Differentiating the static condition in pressure gives $C\,d\eta+Vn\,dP=0$, so the linear compressibilities are $\beta=-d\eta/dP=VC^{-1}n$, with $C$ and $V$ taken at $P_{\rm eff}$ and $C$ invertible there. For orthogonal axes without shear strain the components of $\beta$ are exactly $-d\ln a/dP$ and so on. In lower symmetry they are pressure derivatives of the Hencky strain components, and differ from the relative length change of a material line by an amount of order $|\eta|\,|\beta|$, which is small compared with the largest components of $\beta$ but not necessarily with a component that is itself near zero. The bulk modulus is $B=1/n^T\beta=1/(V\,n^TC^{-1}n)$ with this same $C$. At $x_0$ it equals $K_v/V$ of (8). Elsewhere on the path the two Hessians differ by $(P_{\rm eff}-P)V\,nn^T$, so $B=\mu'/V+P_{\rm eff}-P$. Then

$$\alpha_v=-\beta\,\frac{dP_{\rm eff}}{dT},\qquad \frac{\alpha_{v,a}}{\alpha_{v,c}}=\frac{\beta_a}{\beta_c}.\tag{11}$$

The phonons enter only through $P_{\rm eff}(T)$, which sets the common factor and the pressure at which $\beta$ is evaluated (in the example below the ratio is $t_a/t_c=1.187$ at $x_0$ and 1.133 at $P_{\rm eff}$). Axial coefficients of opposite sign can appear in v-ZSISA only where the linear compressibilities have opposite sign.

## Implementation and limits

The vector $\tilde g$ is obtained by differencing $F_{\rm vib}$ between strained cells whose atoms are statically relaxed, or from the analytic gradient. With $\partial F_{\rm vib}/\partial\omega=\bar n+\tfrac12$, $\bar n=1/(e^{\omega/k_BT}-1)$, and $\partial\omega^2=w^\dagger\partial D\,w$ for a normalized eigenvector $w$ of the dynamical matrix $D$,

$$g_i=\frac1{N_q}\sum_{qj}\frac{\bar n_{qj}+\frac12}{2\omega_{qj}}\,w_{qj}^\dagger\,\partial_iD(q)\,w_{qj}.$$

Degeneracies are harmless because the sum over $j$ is the trace of $\partial_iD$ times a function of $D$. The v-ZSISA strains are repaired to first order by adding $-\lambda\Pi\tilde g$, which in a uniaxial cell needs $e^T\tilde g$ and $e^TCe$ only. Its internal coordinates need the separate correction $-\lambda H_{\xi\xi}^{-1}(g_\xi-H_{\xi\eta}\Pi\tilde g)$, which follows from the second linearized equation of the ZSISA section. ZSISA coordinates are repaired by (6). The expansion fails when $H_{yy}$ or $K$ becomes soft, since $H_{yy}^{-1}$ enters the error terms in (3), (5) and (6) and $K^{-1}$ multiplies the shift (4) and the error (5) (the leading terms of (6) and of $F_s-F_f$ contain no $K^{-1}$), and when a frequency approaches zero, where $F_{\rm vib}$ is not smooth. All errors are relative to the full quasi-harmonic minimum, which itself omits intrinsic anharmonicity.

## Worked example

The model is a tetragonal cell with atom A (20 u) at the origin and atom B (40 u) at $(\tfrac12,\tfrac12,u)$, so $\xi=u$. Fourteen bonds per cell carry $\phi(r)=D_0(1-e^{-b(r-r_0)})^2$: four A–B bonds $(\pm\tfrac a2,\pm\tfrac a2,uc)$, four A–B bonds $(\pm\tfrac a2,\pm\tfrac a2,(u-1)c)$, and for each atom two like-atom bonds along the $a$ axes and one along $c$. The triples $(D_0,b,r_0)$, in hartree, bohr$^{-1}$ and bohr, are $(0.03,1.0,5.2)$, $(0.015,0.7,5.8)$, $(0.05,0.5,6.0)$ and $(0.005,1.2,7.0)$ in that order. A bond from atom $i$ to atom $j$ in cell $m$, with tensor $\Phi=\phi''\hat r\hat r^T+(\phi'/r)(1-\hat r\hat r^T)$, adds $\Phi/M_i$ to $D_{ii}$, $\Phi/M_j$ to $D_{jj}$, $-\Phi e^{2\pi iq\cdot m}/\sqrt{M_iM_j}$ to $D_{ij}$, and the conjugate to $D_{ji}$. The grid is $8^3$, shifted by half a step, with $T=300$ K and $P=0$.

Newton relaxation gives $a=5.9941$ bohr, $c=6.9885$ bohr, $u=0.43168$, $V=251.09$ bohr$^3$. The derivatives at this point, in hartree, are $H_{aa}=7.0195$, $H_{ac}=1.9229$, $H_{cc}=2.6224$, $H_{au}=2.4800$, $H_{cu}=0.9397$, $H_{uu}=5.2371$, and $g=(-2.3860,-1.7098,-1.1425)\times10^{-2}$ for $(a,c,u)$. From (7), $C_{aa}=7.0195-2.4800^2/5.2371=5.845$, and likewise $C_{ac}=1.478$, $C_{cc}=2.454$. The inverse has elements $0.20181$, $-0.12155$, $0.48075$ hartree$^{-1}$. With $-g_u/H_{uu}=2.1816\times10^{-3}$,

$$\tilde g_a=-0.023860+2.4800\times0.0021816=-0.018450,$$
$$\tilde g_c=-0.017098+0.9397\times0.0021816=-0.015048 .$$

The stresses $\tilde g_a/2V=-3.67\times10^{-5}$ and $\tilde g_c/V=-5.99\times10^{-5}$ hartree/bohr$^3$ are unequal. The first-order strains, quoted like the later results from unrounded values (the rounded inputs shown can move the last digit), are

$$\eta_a=0.20181\times0.018450-0.12155\times0.015048=1.894\times10^{-3},$$
$$\eta_c=-0.12155\times0.018450+0.48075\times0.015048=4.991\times10^{-3},$$

so $v-v_0=8.780\times10^{-3}$. The same formula at $T=0$ gives $5.884\times10^{-3}$, so two thirds of this shift is zero-point expansion. A $12^3$ grid changes these first-order strains by less than $10^{-7}$.

For v-ZSISA, $C^{-1}n=(0.28208,0.23765)$ hartree$^{-1}$ gives $K_v=1/(2\times0.28208+0.23765)=1.2472$ hartree, $B=4.97\times10^{-3}$ hartree/bohr$^3$ (146 GPa), and $t=(0.3518,0.2964)$. Then $\eta_v=8.780\times10^{-3}\,t=(3.089,2.602)\times10^{-3}$. Equation (10) has $e^T\tilde g=(0.018450-2\times0.015048)/3=-3.882\times10^{-3}$ hartree and $e^TCe=(5.845-4\times1.478+4\times2.454)/9=1.0832$ hartree. Hence, from the unrounded values, $\delta s=3.5835\times10^{-3}$ and the error is $(-1.195,+2.389)\times10^{-3}$. The analytic derivative $\partial_T\tilde g=(-3.834,-3.230)\times10^{-5}$ hartree/K gives, by the same products, $\alpha=(3.81,10.87)\times10^{-6}$ K$^{-1}$, $\alpha_V=18.49\times10^{-6}$ K$^{-1}$ and $\alpha_v=(6.51,5.48)\times10^{-6}$ K$^{-1}$.

The three schemes were also solved at $\lambda=1$ by Broyden iteration on the stationarity condition along each relaxed path, with $\alpha$ from central differences at $T\pm2$ K.

| | full | ZSISA | v-ZSISA |
|---|---|---|---|
| $10^3\eta_a$ | 1.929 | 1.920 | 3.120 |
| $10^3\eta_c$ | 5.102 | 5.080 | 2.690 |
| $10^3(v-v_0)$ | 8.959 | 8.920 | 8.929 |
| $10^3\delta u$ | 0.402 | −1.834 | −1.976 |
| $10^6\alpha_a$ (K$^{-1}$) | 4.00 | 3.95 | 6.72 |
| $10^6\alpha_c$ (K$^{-1}$) | 11.57 | 11.47 | 5.93 |
| $10^6\alpha_V$ (K$^{-1}$) | 19.56 | 19.38 | 19.38 |

Relative to the full values, ZSISA errs by $-1.08\%$, $-0.85\%$ and $-0.94\%$ in $\alpha_a$, $\alpha_c$ and $\alpha_V$. v-ZSISA errs by $+68\%$, $-49\%$ and $-0.9\%$. In the strains, ZSISA and the linear formula (7) both err at $O(\lambda^2)$: ZSISA lacks only the $Q$ term at that order, while the linear formula lacks all second-order terms. For these parameters the $Q$ term is the smaller part, and the ZSISA strains miss the full ones by $(0.90,2.12)\times10^{-5}$ against $(3.4,11.0)\times10^{-5}$ for the linear formula. Nothing derived above fixes this ordering in general. The ZSISA $\delta u$ has the wrong sign: the gap $2.24\times10^{-3}$ compares with $2.18\times10^{-3}$ from (6).

With $Q'$ from fourth-order differences along each path, (5) predicts $(0.86,1.84)\times10^{-5}$ for the ZSISA strain errors, against $(0.90,2.12)\times10^{-5}$ found, and $2.81\times10^{-5}$ for the v-ZSISA volume error, against $2.97\times10^{-5}$. The values $Q/2=1.25\times10^{-5}$ and $1.94\times10^{-5}$ hartree compare with free-energy excesses of $1.29\times10^{-5}$ and $1.97\times10^{-5}$ hartree. The exponent $\log_2[\text{error}(\lambda{=}0.1)/\text{error}(\lambda{=}0.05)]$ is 2.01 for the ZSISA strains, 1.00 for the ZSISA $u$, 2.00 for the v-ZSISA volume and 1.00 for its strains. Adding $(2\tilde g_c-\tilde g_a)\eta_a$ to $F_{\rm vib}$ makes $\tilde g\parallel n$ and raises the last exponent to 2.00.

The ZSISA volume error, $2\times0.90\times10^{-5}+2.12\times10^{-5}=3.9\times10^{-5}$, is larger than that of v-ZSISA, although its free energy is lower. Equation (5) permits this, since it involves the slope $Q'$ and not $Q$. The two approximate $\alpha_V$ agree to the digits shown. Nothing above forces equality at second order, and the agreement is an accident of this temperature: the ZSISA value minus the v-ZSISA value is $+1.2\times10^{-8}$ K$^{-1}$ at 150 K and $-0.8\times10^{-8}$ K$^{-1}$ at 400 K, and passes through zero near 300 K.

From $P_{\rm eff}=-(\partial E/\partial\eta_c)/V$ at the v-ZSISA geometry, $P_{\rm eff}=-4.33\times10^{-5}$ hartree/bohr$^3$ ($-1.27$ GPa). Differenced static relaxations there give $\beta=(73.39,64.79)$ bohr$^3$/hartree. The ratio 1.133 is that of the v-ZSISA coefficients, as (11) requires, while the full ratio is 0.346. Adding the first-order correction to the v-ZSISA strains gives $3.120-1.195=1.925$ and $2.690+2.389=5.079$ in units of $10^{-3}$, which lie 0.2% and 0.4% below the full values.

Numerical values quoted here were computed with a short program.
